# Spin-orbit splitting of a p level and the germanium split-off gap

## Problem

An electron in a spherical potential $V(r)$ occupies a p level, $l=1$, $s=1/2$. Its radial function is $u(r)=rR(r)$, normalized by $\int_0^\infty u^2\,dr=1$. Spin-orbit coupling adds

$$H_{so}=V_{so}(r)\,\mathbf L\cdot\mathbf S ,$$

where $\mathbf L$ and $\mathbf S$ carry their factors of $\hbar$, so that $\hbar^2V_{so}$ is an energy. The radial average is $\langle V_{so}\rangle=\int_0^\infty u^2V_{so}\,dr$.

(a) Show that to first order the level splits in two, with a separation of $3/2$ times the radial average $\hbar^2\langle V_{so}\rangle$. Find the shift and degeneracy of each part.

(b) Find $V_{so}$ for an electron obeying the Dirac equation to order $1/c^2$. Then find its counterpart for a pseudopotential that has separate p components $V_{3/2}(r)$ and $V_{1/2}(r)$.

(c) In the diamond structure, the top of the valence band at zero wave vector is made of bonding p states. Take orthonormal site orbitals, nearest-neighbour coupling and on-site spin-orbit coupling. Does the factor $3/2$ survive?

(d) Near each nucleus the crystal site orbital is $\sqrt\lambda$ times the atomic orbital. Relate the crystal splitting to the atomic one, and explain why such a proportionality can be expected.

(e) Apply this to germanium, whose split-off gap is given as 0.29 eV. A non-relativistic, spherical, spin-unpolarized local-density calculation of the atom (Slater exchange, VWN correlation, configuration $[\mathrm{Ar}]3d^{10}4s^24p^2$) gives $\hbar^2\langle V_{so}\rangle=0.1258$ eV for the 4p orbital. The lattice constant is roughly 5.7 Å. A sphere with the volume per atom of the crystal holds a fraction 0.704 of the atomic 4p charge. Find the $\lambda$ that the gap requires, and compare it with the value obtained by cutting the atomic orbital at this sphere and normalizing it again. How far can the comparison be trusted?

## Solution

### (a) The splitting

Without $H_{so}$ the level has six degenerate states, from three orbital and two spin orientations. All six share the same $u(r)$. First-order theory for a degenerate level requires the eigenvalues of $H_{so}$ within these six states. Because $V_{so}$ depends on $r$ alone and $\mathbf L\cdot\mathbf S$ acts on angles and spin alone, each matrix element factorizes:

$$\langle a|H_{so}|b\rangle=\langle V_{so}\rangle\,\langle a|\mathbf L\cdot\mathbf S|b\rangle .$$

What remains is to diagonalize $\mathbf L\cdot\mathbf S$. Let $\mathbf J=\mathbf L+\mathbf S$. The components of $\mathbf L$ commute with those of $\mathbf S$, so the two cross terms in the square are equal:

$$J^2=L^2+S^2+2\,\mathbf L\cdot\mathbf S
\quad\Rightarrow\quad
\mathbf L\cdot\mathbf S=\tfrac12\left(J^2-L^2-S^2\right).$$

In states of definite $j$ this operator has the value

$$\frac{\hbar^2}{2}\left[j(j+1)-l(l+1)-s(s+1)\right],\qquad l(l+1)=2,\quad s(s+1)=\tfrac34 .$$

Combining $l=1$ with $s=1/2$ gives $j=3/2$, with four states, and $j=1/2$, with two. The values are

$$j=\tfrac32:\ \frac{\hbar^2}{2}\left(\tfrac{15}{4}-2-\tfrac34\right)=\frac{\hbar^2}{2},
\qquad
j=\tfrac12:\ \frac{\hbar^2}{2}\left(\tfrac34-2-\tfrac34\right)=-\hbar^2 .$$

The energy shifts are therefore

$$\delta E_{3/2}=\tfrac12\hbar^2\langle V_{so}\rangle,\qquad
\delta E_{1/2}=-\hbar^2\langle V_{so}\rangle ,$$

and their difference is

$$\boxed{\Delta=\delta E_{3/2}-\delta E_{1/2}=\tfrac32\,\hbar^2\langle V_{so}\rangle .}$$

The weighted sum of the shifts is $4\cdot\tfrac12-2\cdot1=0$ in units of $\hbar^2\langle V_{so}\rangle$, so the centre of gravity of the level stays in place. For positive $\langle V_{so}\rangle$ the quartet lies above the doublet.

The result is of first order. $H_{so}$ conserves $l$ and $j$, so in a spherical potential it can mix the level only with other p levels. The leading neglected terms are of the order of the squared matrix elements of $\hbar^2V_{so}$ between different p levels, divided by the distances between those levels. The sum includes the continuum of unbound p states. For this Hamiltonian the first-order result is good when the sum is small compared with the first-order shifts. When $V_{so}$ comes from the $1/c^2$ expansion of part (b), other terms of order $1/c^4$, such as cross terms with the spin-free relativistic corrections, are of the same order and are not covered by this estimate.

### (b) The function $V_{so}$

Let $E$ be the energy without the rest energy. The Dirac equation couples two two-component functions $\varphi$ and $\chi$:

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=(E-V)\varphi,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi=(2mc^2+E-V)\chi .$$

Solve the second equation for $\chi$, insert it in the first, and expand for $|E-V|\ll 2mc^2$:

$$(E-V)\varphi=\boldsymbol\sigma\cdot\mathbf p\,\frac{1}{2m}\left[1-\frac{E-V}{2mc^2}\right]\boldsymbol\sigma\cdot\mathbf p\,\varphi .$$

The leading term is $p^2/2m$, because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$. For the same reason the term with the constant $E$ contains no spin. Spin can enter only through

$$\frac{1}{4m^2c^2}\,\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p .$$

Move $V$ to the left with $\mathbf pV=V\mathbf p-i\hbar\nabla V$, and use $(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\mathbf B)=\mathbf A\cdot\mathbf B+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf B)$:

$$\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p
=Vp^2-i\hbar\,\nabla V\cdot\mathbf p+\hbar\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).$$

The factor of the last term is $(-i\hbar)(i)=\hbar$. In a spherical potential $\nabla V=(dV/dr)\,\mathbf r/r$, so $\nabla V\times\mathbf p=(1/r)(dV/dr)\,\mathbf L$. With $\hbar\boldsymbol\sigma=2\mathbf S$ the spin-dependent term becomes

$$H_{so}=\frac{1}{2m^2c^2}\,\frac1r\frac{dV}{dr}\,\mathbf L\cdot\mathbf S,
\qquad
V_{so}=\frac{1}{2m^2c^2}\,\frac1r\frac{dV}{dr}.$$

Correcting the normalization of $\varphi$ for the small component involves $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$ at this order, and so adds no further spin term. Wherever the potential rises outwards, as a Coulomb attraction does, $V_{so}$ is positive. Near a point nucleus $V_{so}\propto r^{-3}$ while $u^2\propto r^4$ for a p orbital. The integrand then goes as $r$, so the average is finite. Compared with the charge density $u^2$, the factor $r^{-3}$ shifts its weight towards small $r$.

A pseudopotential is smooth in the core, and its own gradient does not give the spin-orbit term. That information is carried by the difference between its two components. We require

$$V_j=\bar V+V_{so}\,(\mathbf L\cdot\mathbf S)_j$$

for both values of $j$. From part (a),

$$V_{3/2}=\bar V+\tfrac12\hbar^2V_{so},\qquad V_{1/2}=\bar V-\hbar^2V_{so}.$$

Subtracting the second from the first gives $V_{3/2}-V_{1/2}=\tfrac32\hbar^2V_{so}$. Adding twice the first to the second cancels $V_{so}$. Hence

$$\hbar^2V_{so}=\tfrac23\left(V_{3/2}-V_{1/2}\right),\qquad
\bar V=\tfrac13\left(2V_{3/2}+V_{1/2}\right).$$

The average is now taken with the p pseudo-orbital of $\bar V$, and part (a) reads $\Delta=\langle V_{3/2}-V_{1/2}\rangle$. This $V_{so}$ must not be combined with the all-electron orbital, nor the all-electron $V_{so}$ with the pseudo-orbital: each function belongs to its own core shape.

### (c) The crystal at zero wave vector

There are two atoms A and B per primitive cell, and A has four neighbours B in the directions

$$\mathbf b=\frac{1}{\sqrt3}(1,1,1),\ \frac{1}{\sqrt3}(1,-1,-1),\ \frac{1}{\sqrt3}(-1,1,-1),\ \frac{1}{\sqrt3}(-1,-1,1).$$

The orbital $p_i$, with $i=x,y,z$, has the component $b_i$ along a bond. Let $V_\sigma$ be the coupling of two p orbitals along the bond and $V_\pi$ that of two parallel orbitals perpendicular to it. One bond couples $p_i$ on A to $p_j$ on B by

$$V_\sigma b_ib_j+V_\pi(\delta_{ij}-b_ib_j).$$

At zero wave vector all phase factors are one, and the four bonds simply add. The listed directions give $\sum b_ib_j=\tfrac43\delta_{ij}$: each diagonal term is $1/3$, and the signs cancel for $i\ne j$. The total coupling is

$$T_{ij}=\left[4V_\pi+\tfrac43(V_\sigma-V_\pi)\right]\delta_{ij}
=\tfrac43(V_\sigma+2V_\pi)\,\delta_{ij}\equiv T\delta_{ij}.$$

Coupling to s orbitals is proportional to $\sum b_i=0$ and drops out. The eigenstates are $(|A,i\rangle\pm|B,i\rangle)/\sqrt2$ with energies $\pm T$ relative to the p level, and the lower triplet is the bonding one.

On-site spin-orbit coupling has the same matrix on both atoms. Within the bonding states each atom contributes with weight $1/2$:

$$\langle i|H_{so}|j\rangle=\left(\tfrac12+\tfrac12\right)\langle V_{so}\rangle_{cr}\,(\mathbf L\cdot\mathbf S)_{ij}.$$

Here $\langle V_{so}\rangle_{cr}$ is the average in the crystal site orbital. Between bonding and antibonding states the two atoms contribute with opposite signs and cancel. The matrix is that of part (a), so in this model the factor survives:

$$\Delta_{cr}=\tfrac32\hbar^2\langle V_{so}\rangle_{cr}.$$

The quartet forms the valence-band top and the doublet is the split-off state. Admixture of d orbitals or spin-orbit coupling between sites would change this result.

### (d) Renormalization

Suppose that $u_{cr}=\sqrt\lambda\,u_{at}$ for $r<r_c$, and that $V_{so}$ is negligible for $r>r_c$. Then

$$\langle V_{so}\rangle_{cr}=\int_0^{r_c}\lambda u_{at}^2V_{so}\,dr=\lambda\langle V_{so}\rangle_{at}
\quad\Rightarrow\quad
\boxed{\Delta_{cr}=\lambda\,\Delta_{at}.}$$

The proportionality can be expected if, in the core, the crystal potential equals the atomic one up to a constant. A constant acts as a shift of energy. Compare two solutions $u_1,u_2$ of the radial equation at energies $E_1,E_2$, scaled to start alike at the nucleus:

$$u_k''=\left[\frac{l(l+1)}{r^2}+\frac{2m}{\hbar^2}(V-E_k)\right]u_k .$$

Multiply the equation for $u_2$ by $u_1$, that for $u_1$ by $u_2$, and subtract. The centrifugal and potential terms cancel. Since $u_1u_2''-u_2u_1''=(u_1u_2'-u_2u_1')'$ and both functions vanish at the origin, integration gives

$$u_1u_2'-u_2u_1'=-\frac{2m}{\hbar^2}(E_2-E_1)\int_0^{r}u_1u_2\,dr' .$$

If the right-hand side were zero, the two functions would be proportional. Both sides scale with the square of the amplitude, so the right-hand side must be compared with the separate terms on the left. Away from nodes and extrema, and for functions that vary on the scale of $r$, $u_1u_2'$ is of order $u^2/r$ and the integral is of order $u^2r$. The ratio is then of order $2m|E_2-E_1|r^2/\hbar^2$. The inner shape is therefore nearly rigid when the energy shift is small compared with $\hbar^2/2mr^2$. This quantity is 2 hartree, about 54 eV, at $r=0.5$ bohr and grows further in. The amplitude, by contrast, is set by normalization over the whole orbital.

The same identity shows why a norm-conserving pseudopotential can follow this change. Divide by $u_1u_2$ at a radius where $u$ is not zero, and let $E_2\to E_1$:

$$\frac{\partial}{\partial E}\left(\frac{u'}{u}\right)=-\frac{2m}{\hbar^2}\,\frac{1}{u(r)^2}\int_0^ru^2\,dr'.$$

A pseudo-orbital that matches the all-electron orbital at $r_c$ and holds the same charge inside has the same right-hand side there. Its logarithmic derivative then responds to a small energy shift as the true one does. Suppose also that the energy shift is small compared with $\hbar^2/2mr_c^2$ at the pseudopotential's own core radius, so that both cores keep their shapes. Then, when the crystal rescales the outer part of the orbital, the pseudo-core is rescaled with it, and its spin-orbit average acquires nearly the same $\lambda$. For germanium core radii of 2.0 and 2.5 bohr the quantity $\hbar^2/2mr_c^2$ is only 3.4 and 2.2 eV, smaller than the energy shifts of the two sphere solutions in part (e), so the condition is not met there. Even so, norm-conserving p pseudopotentials of the Kerker form with these radii, built from the Dirac 4p orbitals, give $\lambda\approx0.87$ and $2.54$, within about 4% of the non-relativistic all-electron values 0.89 and 2.63.

### (e) Germanium

**Atomic splitting.** Part (a) gives the shifts $+0.063$ eV for $j=3/2$ and $-0.126$ eV for $j=1/2$, and

$$\Delta_{at}=1.5\times0.1258\ \text{eV}\approx0.189\ \text{eV}=3.02\times10^{-20}\ \text{J}.$$

The difference of the two Dirac 4p eigenvalues in the same potential is 0.201 eV, which is 6.7% above the first-order value. With the speed of light made four times larger in both calculations, the excess falls to 0.4%. This is close to the factor of 16 expected if the leading relative correction varies as $1/c^2$. Second order in $H_{so}$ supplies only about a third of the excess (2.3%); the rest comes from other relativistic terms. The value 0.201 eV uses the non-relativistic potential. A self-consistent Dirac calculation with the same functional gives about 0.195 eV.

**Where it arises.** The sphere of radius 0.50 bohr holds about 1.3% of the 4p charge but supplies 99.4% of $\langle V_{so}\rangle$. The condition on $V_{so}$ in part (d) is well met with this radius as $r_c$.

**Required factor.** The given gap demands

$$\lambda=\frac{0.29}{1.5\times0.1258}\approx1.54,\qquad \sqrt\lambda\approx1.24,$$

so the orbital amplitude near the nucleus would have to be 24% larger in the crystal than in the atom. Starting from the Dirac splitting in the same potential, the requirement is $\lambda\approx1.44$; from the self-consistent Dirac splitting it is about 1.49. These numbers are inferred from the gap and do not explain it.

**Cut orbital.** The cubic cell of the diamond structure contains eight atoms. The sphere with the volume of one atom satisfies

$$\frac{4\pi}{3}R_s^3=\frac{a^3}{8}
\quad\Rightarrow\quad
R_s=a\left(\frac{3}{32\pi}\right)^{1/3}\approx1.77\ \text{Å}.$$

It holds the fraction $q=0.704$ of the atomic 4p charge. Discarding the tail and restoring unit norm replaces $u$ by $u/\sqrt q$ inside the sphere. Almost nothing of $\langle V_{so}\rangle$ is lost with the tail, so

$$\lambda=\frac1q=\frac{1}{0.704}\approx1.42,\qquad
\Delta_{cr}\approx1.42\times0.189\ \text{eV}\approx0.27\ \text{eV}.$$

This is about 8% below the given gap. Changing $a$ by 0.1 Å either way moves the result between 0.263 and 0.274 eV. The same factor applied to the Dirac splitting gives 0.286 eV with the non-relativistic potential and about 0.276 eV with the self-consistent Dirac atom.

**How far to trust it.** The cut orbital keeps the slope that the free atom happens to have at $R_s$, and nothing in the crystal imposes that slope. To see what depends on it, the radial equation can be solved inside the sphere, in the unchanged atomic potential, with two other conditions at the surface:

| Condition at $R_s$ | Energy (eV) | $\lambda$ | $\Delta_{cr}$ (eV) |
|---|---|---|---|
| $dR/dr=0$ | −8.6 | 0.89 | 0.17 |
| $R=0$ | 2.9 | 2.63 | 0.50 |

For comparison, the free-atom 4p eigenvalue is −4.1 eV. Zero slope of $R$ means $u'=R+r\,dR/dr=u/r$, so $|u|$ is still rising at the surface. Much of the charge then sits in the outer part of the sphere, and the core amplitude falls below its atomic value. With a node, $u$ vanishes at the surface and the charge is pushed inwards.

The model thus does not settle even whether the crystal enhances the splitting: confinement to the atomic volume raises it for two of the three boundary choices and lowers it for the third. The required factor lies within the range spanned by these choices, so a renormalization of this size is possible. The closeness of 0.27 or 0.286 eV to 0.29 eV depends on the slope chosen at the surface and is not a prediction of the gap.

As long as the core potential is unchanged, the scaling law itself is much firmer than the estimate of $\lambda$. In the two sphere solutions, the ratio of $\langle V_{so}\rangle$ to its atomic value is 0.891 and 2.632. The ratio of the charges inside 0.50 bohr, which is a different integral, is 0.893 and 2.624. The two ratios agree to better than 1% although the energies differ by more than 11 eV, and the numerical check tests this agreement to 3%.

A value of $\lambda$ for the real crystal requires the self-consistent Bloch states at zero wave vector. Their boundary conditions vary with direction, and they include the neighbours' potential and the d admixture left out here. In a pseudopotential calculation this means evaluating the spin-orbit term of part (b) in those states, together with its analogue for the d channel. This yields the splitting to first order with no separate renormalization factor.

## Computed results

```
L.S eigenvalues (hbar^2): [-1.  -1.   0.5  0.5  0.5  0.5]
hydrogen 2p splitting, first order: 45.283 micro-eV
hydrogen 2p splitting, exact Dirac: 45.284 micro-eV
Ge atom: non-relativistic spherical LDA (Slater + VWN)
nuclear charge number Z: 32
SCF cycles: 47
4p eigenvalue: -4.079 eV
<V_so> in SI: 1.8117e+48 J^-1 s^-2
hbar^2 <V_so>: 0.1258 eV
shift of j=3/2: +0.0629 eV
shift of j=1/2: -0.1258 eV
atomic splitting, first order: 0.1886 eV
atomic splitting, first order: 3.0222e-20 J
atomic splitting, Dirac: 0.2013 eV
Dirac / first order, true c: 1.0671
Dirac / first order, 4 times c: 1.0040
core radius used for shares: 0.50 bohr
share of <V_so> inside core radius: 0.9936
share of 4p charge inside core radius: 0.0125
Gamma model, V_sigma and V_pi: 3.0, -1.0 eV
Gamma model, bonding splitting: 0.1886 eV
given split-off gap: 0.29 eV
factor needed, first-order atom: 1.537
factor needed, Dirac atom: 1.441
amplitude factor needed, first-order atom: 1.240
rough lattice constant: 5.7 angstrom
atomic-volume sphere radius: 1.768 angstrom
cut orbital, a = 5.6 angstrom: charge inside 0.6892, factor 1.451, splitting 0.2737 eV
cut orbital, a = 5.7 angstrom: charge inside 0.7038, factor 1.421, splitting 0.2680 eV
cut orbital, a = 5.8 angstrom: charge inside 0.7179, factor 1.393, splitting 0.2627 eV
cut orbital with Dirac atom: 0.2860 eV
cell orbital, zero slope: energy -8.575 eV
  factor from <V_so> 0.891, from core charge 0.893
  splitting 0.1681 eV
cell orbital, node: energy 2.948 eV
  factor from <V_so> 2.632, from core charge 2.624
  splitting 0.4965 eV
```
